# Spin-orbit coupling and its factor one half from the Dirac equation

An electron in a p level of an atom has two possible energies, one for total angular momentum $j=1/2$ and one for $j=3/2$. The force on it is electrostatic, and an electrostatic potential does not act on spin. Yet the electron moves, and in its own rest frame the charges that attract it are moving, so there it meets a magnetic field.

The size of this effect can be estimated at once. I use Hartree atomic units, in which the electron has mass 1 and charge $-1$, and $c\approx137$. Let $V(\mathbf r)$ be its potential energy. The force is $-\mathbf E=-\nabla V$, so the electric field is $\mathbf E=\nabla V$. A charge moving slowly with velocity $\mathbf u$ makes a magnetic field $\mathbf u\times\mathbf E/c^2$, by the law of Biot and Savart. Seen from the electron, all the sources move with $\mathbf u=-\mathbf v$, so to leading order in $v/c$

$$\mathbf B'=-\frac{\mathbf v\times\nabla V}{c^2}=\frac{\nabla V\times\mathbf v}{c^2}.$$

For a central potential $\nabla V=V'\,\mathbf r/r$, with $V'=dV/dr$. With $\mathbf v\approx\mathbf p$ and $\mathbf l=\mathbf r\times\mathbf p$ this is $\mathbf B'=V'\mathbf l/(c^2r)$. An electron spin $\mathbf s$ with $g=2$ has energy $\mathbf s\cdot\mathbf B'$ in this field, which gives

$$\frac{1}{c^2r}\frac{dV}{dr}\,\mathbf l\cdot\mathbf s\qquad\text{(magnetic estimate)}.$$

The Dirac equation gives half of this. The question is where the half enters.

## Entry 1: a constant potential

The Dirac Hamiltonian is $c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2+V$. In the standard representation $\boldsymbol\alpha$ has the Pauli matrices $\boldsymbol\sigma$ in its off-diagonal blocks, and $\beta$ is $+1$ on the upper two components $\varphi$ and $-1$ on the lower two, $\chi$. I write the total energy as $c^2+E$, so that $E$ excludes the rest energy. The two rows are then

$$V\varphi+c\,\boldsymbol\sigma\cdot\mathbf p\,\chi=E\varphi,\qquad c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi=(2c^2+E-V)\chi .$$

The $2c^2$ is the difference between the rest-energy terms $+c^2$ and $-c^2$ of the two rows.

Take $V=V_0$, a constant. The second row gives $\chi=c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi/(2c^2+E-V_0)$, and the first becomes

$$\frac{c^2(\boldsymbol\sigma\cdot\mathbf p)^2}{2c^2+E-V_0}\varphi=(E-V_0)\varphi .$$

The product rule $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$ gives $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$, because $p_ip_j$ is symmetric and $\epsilon_{ijk}$ is antisymmetric. Hence $(E-V_0)(2c^2+E-V_0)=c^2p^2$, which is the relativistic relation $(E-V_0+c^2)^2=c^2p^2+c^4$.

Limit: for $|E-V_0|\ll2c^2$ this is $E-V_0=p^2/2$. Spin has dropped out, as it should when there is no force.

## Entry 2: a magnetic field fixes $g$

The estimate used $g=2$, so that value needs a derivation. Keep $V$ constant and add a vector potential $\mathbf A$. For charge $-1$, $\mathbf p$ is replaced by $\boldsymbol\pi=\mathbf p+\mathbf A$. At low energy the denominator is $2c^2$, and the kinetic operator is

$$\tfrac12(\boldsymbol\sigma\cdot\boldsymbol\pi)^2=\tfrac12\pi^2+\tfrac i2\boldsymbol\sigma\cdot(\boldsymbol\pi\times\boldsymbol\pi).$$

The cross product does not vanish, since $\mathbf p=-i\nabla$ differentiates $\mathbf A$:

$$(\boldsymbol\pi\times\boldsymbol\pi)\varphi=-i\nabla\times(\mathbf A\varphi)-i\mathbf A\times\nabla\varphi=-i(\nabla\times\mathbf A)\varphi .$$

The two terms with $\nabla\varphi$ cancel because they are cross products in opposite order. With $\mathbf B=\nabla\times\mathbf A$ the spin term is $\tfrac12\boldsymbol\sigma\cdot\mathbf B=\mathbf s\cdot\mathbf B$, where $\mathbf s=\boldsymbol\sigma/2$. This is $g=2$. The magnetic estimate therefore used the right moment, and the half must come from elsewhere.

## Entry 3: a potential that varies in space

Remove $\mathbf A$ and let $V$ depend on position. Define

$$K(\mathbf r)=\frac{2c^2}{2c^2+E-V(\mathbf r)},\qquad \chi=\frac{K}{2c}\,\boldsymbol\sigma\cdot\mathbf p\,\varphi .$$

For an attractive potential and an ordinary bound state the denominator is positive everywhere. A repulsive potential reaching $E+2c^2$ would make it vanish, and is excluded. Putting $\chi$ into the first row gives, without approximation,

$$\Big[\tfrac12\,\boldsymbol\sigma\cdot\mathbf p\,K\,\boldsymbol\sigma\cdot\mathbf p+V\Big]\varphi=E\varphi .$$

Now $K$ stands between the two momenta, and the left one differentiates it: $p_iKp_j=Kp_ip_j-i(\partial_iK)p_j$. Multiply by $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$ and sum. The $\delta_{ij}$ part is $\mathbf p\cdot K\mathbf p$. In the $\epsilon_{ijk}$ part $Kp_ip_j$ cancels by symmetry, and the rest carries the factor $i(-i)=1$:

$$\boldsymbol\sigma\cdot\mathbf p\,K\,\boldsymbol\sigma\cdot\mathbf p=\mathbf p\cdot K\mathbf p+\boldsymbol\sigma\cdot(\nabla K\times\mathbf p).$$

Differentiating $K$, and noting that $V$ enters the denominator with a minus sign,

$$\nabla K=\frac{2c^2\,\nabla V}{(2c^2+E-V)^2}=\frac{K^2}{2c^2}\nabla V .$$

The spin-dependent term is therefore

$$\tfrac12\boldsymbol\sigma\cdot(\nabla K\times\mathbf p)=\frac{K^2}{4c^2}\,\boldsymbol\sigma\cdot(\nabla V\times\mathbf p).$$

For a central potential $\nabla V\times\mathbf p=(V'/r)\,\mathbf l$, and $\boldsymbol\sigma=2\mathbf s$ turns the 4 into a 2:

$$\frac{K^2}{2c^2r}\frac{dV}{dr}\,\mathbf l\cdot\mathbf s\;\longrightarrow\;\frac{1}{2c^2r}\frac{dV}{dr}\,\mathbf l\cdot\mathbf s\quad\text{when }|E-V|\ll2c^2 .$$

Limits: for constant $V$ the term vanishes, as in Entry 1, and it also vanishes as $c\to\infty$. Close to a point nucleus, where $V\approx-Z/r$, the condition for $K\to1$ fails inside a radius of about $Z/(2c^2)$. There $K\approx2c^2r/Z$, and the full factor $K^2V'/(2c^2r)$ tends to $2c^2/(Zr)$. The approximate factor $Z/(2c^2r^3)$ is far more singular. It is therefore to be used as a first-order perturbation on states with $l\ge1$, whose density near the nucleus is small enough for the average to exist.

## Entry 4: the half, located

Compare two spin terms of the same form:

$$\tfrac12\boldsymbol\sigma\cdot\mathbf B',\quad \mathbf B'=\frac{\nabla V\times\mathbf p}{c^2};\qquad\qquad \tfrac12\boldsymbol\sigma\cdot(\nabla K\times\mathbf p),\quad \nabla K\times\mathbf p\approx\frac{\nabla V\times\mathbf p}{2c^2}.$$

In the eliminated equation $\nabla K\times\mathbf p$ stands where the magnetic field stood in Entry 2, and it is half of $\mathbf B'$. The 2 comes from the denominator $2c^2+E-V$. The small component responds to a change of $V$ in proportion to that change divided by $2c^2$, the separation of the two rest-energy terms.

There is a second way to see the term. To leading order $\chi=\boldsymbol\sigma\cdot\mathbf p\,\varphi/(2c)$, so the potential energy of the small component is

$$\langle\chi|V|\chi\rangle=\frac{1}{4c^2}\langle\varphi|\boldsymbol\sigma\cdot\mathbf p\,V\,\boldsymbol\sigma\cdot\mathbf p|\varphi\rangle=\frac{1}{4c^2}\Big[\langle\mathbf p\cdot V\mathbf p\rangle+\langle\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)\rangle\Big],$$

by the identity of Entry 3 with $V$ in place of $K$. The last term is the spin-orbit energy. The norm $\langle\chi|\chi\rangle=\langle p^2\rangle/(4c^2)$ does not depend on spin. So, to this order in $1/c$, the two $j$ levels have small components of equal weight, placed differently in the potential.

For a p level the placement follows from symmetry. The operator $\boldsymbol\sigma\cdot\mathbf p$ keeps $j$ and reverses parity, so $\chi$ has even orbital angular momentum: 0 for $j=1/2$ and 2 for $j=3/2$. The s-like small component reaches the nucleus, where $V$ is deepest, and the $j=1/2$ level lies lower.

## Entry 5: is the eliminated equation a proper Hamiltonian?

Two points remain open. $K$ contains the unknown $E$, and $\varphi$ alone is not normalized. Either might hide another spin term of order $1/c^2$.

Expand $K\approx1-(E-V)/(2c^2)$. Since $E$ is a number, $\boldsymbol\sigma\cdot\mathbf p\,E\,\boldsymbol\sigma\cdot\mathbf p=Ep^2$, and moving this term to the right gives

$$\Big[\frac{p^2}{2}+V+\frac{1}{4c^2}\boldsymbol\sigma\cdot\mathbf p\,V\,\boldsymbol\sigma\cdot\mathbf p\Big]\varphi=E\Big[1+\frac{p^2}{4c^2}\Big]\varphi .$$

The bracket on the right is also the one in the norm, $\langle\varphi|\varphi\rangle+\langle\chi|\chi\rangle=\langle\varphi|1+p^2/4c^2|\varphi\rangle$. One substitution cures both faults. Set $\varphi=(1-p^2/8c^2)\psi$ and multiply the equation from the left by $(1-p^2/8c^2)$. To order $1/c^2$ the right side becomes $E\psi$, and $\psi$ has unit norm. The left side becomes $H\psi$ with

$$H=\frac{p^2}{2}+V-\frac{1}{8c^2}\Big[p^2\Big(\frac{p^2}{2}+V\Big)+\Big(\frac{p^2}{2}+V\Big)p^2\Big]+\frac{1}{4c^2}\Big[\mathbf p\cdot V\mathbf p+\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)\Big].$$

The kinetic parts of the first bracket add to $-p^4/(8c^2)$. The spin-free terms with $V$ are $-(p^2V+Vp^2-2\mathbf p\cdot V\mathbf p)/(8c^2)$. Acting on a function $f$,

$$p^2Vf=-(\nabla^2V)f-2\nabla V\cdot\nabla f-V\nabla^2f,\quad Vp^2f=-V\nabla^2f,\quad \mathbf p\cdot V\mathbf pf=-\nabla V\cdot\nabla f-V\nabla^2f,$$

so the combination in parentheses is $-\nabla^2V$. Hence

$$H=\frac{p^2}{2}+V-\frac{p^4}{8c^2}+\frac{\nabla^2V}{8c^2}+\frac{1}{2c^2r}\frac{dV}{dr}\,\mathbf l\cdot\mathbf s .$$

The correction for the norm contains $p^2$ and no spin matrix. It changes the mass-velocity term $-p^4/8c^2$ and the Darwin term $\nabla^2V/8c^2$, and leaves the spin-orbit term as it was.

## Entry 6: what the magnetic estimate left out

The estimate worked in the rest frame of the electron. That frame is accelerated, and its axes turn. To find the rate, write a boost to a frame of velocity $c\boldsymbol\beta$, to second order, as $\Lambda(\boldsymbol\beta)=1-b+\tfrac12b^2$, where $b=\beta_xN_x+\beta_yN_y+\beta_zN_z$. The matrix $N_x$ exchanges $ct$ and $x$ and gives zero on $y$ and $z$; the others act likewise.

At one moment the electron has velocity $c\boldsymbol\beta$, and shortly after $c(\boldsymbol\beta+\delta\boldsymbol\beta)$. To pass from the first rest frame to the second through the laboratory, undo the first boost and apply the second. With $d$ built from $\delta\boldsymbol\beta$ as $b$ is from $\boldsymbol\beta$, and to first order in $d$,

$$\Lambda(\boldsymbol\beta+\delta\boldsymbol\beta)\Lambda(-\boldsymbol\beta)=1-d+\tfrac12(bd+db)-db=1-d+\tfrac12(bd-db).$$

The part $1-d$ is a pure boost by the small change of velocity. The rest is a rotation. For $\boldsymbol\beta$ along $x$ and $\delta\boldsymbol\beta$ along $y$, the matrix $N_xN_y-N_yN_x$ sends $(x,y)$ to $(y,-x)$. The new coordinates are then $x+\epsilon y$ and $y-\epsilon x$ with $\epsilon=\tfrac12\beta\,\delta\beta$, which belong to axes turned by $+\epsilon$ about $z$. In general the turn is $\tfrac12\boldsymbol\beta\times\delta\boldsymbol\beta$.

A spin free of torque keeps its direction under the pure boost. Relative to axes kept parallel to the laboratory's it therefore turns by the opposite angle, at the rate

$$\boldsymbol\omega_T=-\frac{\mathbf v\times\mathbf a}{2c^2}=\frac{\mathbf a\times\mathbf v}{2c^2}.$$

This is Thomas precession, to leading order in $v/c$. A Hamiltonian $\boldsymbol\omega\cdot\mathbf s$ gives $d\mathbf s/dt=i[\boldsymbol\omega\cdot\mathbf s,\mathbf s]=\boldsymbol\omega\times\mathbf s$, so the precession is described by an added energy $\boldsymbol\omega_T\cdot\mathbf s$. With $\mathbf a=-\nabla V$,

$$\boldsymbol\omega_T\cdot\mathbf s=-\frac{(\nabla V\times\mathbf v)\cdot\mathbf s}{2c^2}=-\frac{1}{2c^2r}\frac{dV}{dr}\,\mathbf l\cdot\mathbf s .$$

In units of $V'\,\mathbf l\cdot\mathbf s/(c^2r)$ the magnetic term has coefficient $1$ and the Thomas term $-\tfrac12$. Their sum is the $\tfrac12$ found by elimination. The Dirac equation was solved in the laboratory frame throughout, so no correction for turning axes had to be added. The elimination delivers the sum in one piece, through the $2c^2$ in the denominator.

Lorentz matrices at $\beta=0.01$ give $1.00005$ for the magnetic coefficient and $0.50004$ for the Thomas rotation. The small excesses are of relative order $\beta^2$.

## Entry 7: the splitting of a p level

From $\mathbf j=\mathbf l+\mathbf s$ it follows that $\mathbf l\cdot\mathbf s=\tfrac12[j(j+1)-l(l+1)-\tfrac34]$. For $l=1$ this is $\tfrac12$ when $j=3/2$ and $-1$ when $j=1/2$. The first-order splitting is

$$\Delta=\frac{3}{2}\cdot\frac{1}{2c^2}\Big\langle\frac{V'}{r}\Big\rangle=\frac{3}{4c^2}\Big\langle\frac{V'}{r}\Big\rangle .$$

Coulomb limit: for $V=-Z/r$ the 2p radial density is proportional to $r^4e^{-Zr}$, so

$$\langle r^{-3}\rangle=\frac{\int_0^\infty r\,e^{-Zr}dr}{\int_0^\infty r^4e^{-Zr}dr}=\frac{1/Z^2}{24/Z^5}=\frac{Z^3}{24},\qquad \Delta=\frac{3}{4c^2}\cdot\frac{Z^4}{24}=\frac{Z^4}{32c^2}.$$

One power of $Z$ comes from the force and three from the contraction of the orbital.

Now a screened case, with round parameters and no particular atom in mind:

$$V(r)=-\frac{1+(Z-1)e^{-\mu r}}{r},\qquad Z=20,\quad\mu=1\ \text{per bohr}.$$

The nonrelativistic 2p orbital has mean radius $0.256$ bohr, where $K=0.9993$. At $0.001$ bohr $K$ has fallen to $0.65$, but a p electron is rarely there. The average is $\langle V'/r\rangle=6301.3$ hartree/bohr², and

$$\Delta=\frac{3\times6301.3}{4\times(137.036)^2}=0.2517\ \text{hartree}=6.848\ \text{eV}.$$

The radial Dirac equation for the same potential, diagonalized with both components kept, gives $0.2552$ hartree, or $6.944$ eV. The first-order value is low by $1.4\%$ of itself. Without the half it would be $0.5033$ hartree.

Is the $1.4\%$ a higher-order effect or a slightly wrong coefficient? Raising $c$ in the equation decides it. With light speeds $c$, $2c$ and $4c$ the ratio of Dirac to first-order splitting is $1.0140$, $1.0035$ and $1.0009$. The excess falls by a factor $4.04$ at the first doubling, as a correction of relative order $1/c^2$ should. With that correction removed by extrapolation, the coefficient of $V'\,\mathbf l\cdot\mathbf s/(c^2r)$ is $0.499998$.

The levels also agree one by one with the Hamiltonian of Entry 5. Its mass-velocity and Darwin shifts are $-0.1457$ and $-0.0005$ hartree, the same for both levels. The spin-orbit shifts are $-\tfrac23\Delta=-0.1678$ and $+\tfrac13\Delta=+0.0839$ hartree. The sums, taken before rounding, are $-0.3139$ for $j=1/2$ and $-0.0623$ for $j=3/2$, and the extrapolated Dirac shifts are the same to these digits.

The small component shows what Entry 4 described. Built from the nonrelativistic orbital, it has norm $0.00128$ for either $j$. Its potential energy is $-0.3563$ hartree for $j=1/2$ and $-0.1047$ for $j=3/2$. The difference, taken before rounding, $0.2517$ hartree, is the first-order splitting.

## Entry 8: toward heavy elements

Keep $\mu=1$ per bohr and raise $Z$. The 2p splittings in hartree are:

| $Z$ | first order | Dirac | ratio |
|---|---|---|---|
| 10 | 0.0136 | 0.0137 | 1.004 |
| 20 | 0.2517 | 0.2552 | 1.014 |
| 40 | 4.196 | 4.435 | 1.057 |
| 80 | 67.89 | 86.74 | 1.278 |

Each doubling of $Z$ multiplies the first-order splitting by $18.5$, $16.7$ and $16.2$ in turn, approaching the Coulomb value $2^4=16$. The reason is a change of scale. With $r=x/Z$ the potential becomes

$$V=-\frac{Z^2}{x}\Big[\frac1Z+\Big(1-\frac1Z\Big)e^{-\mu x/Z}\Big],$$

and at fixed $\mu$ the bracket tends to 1 as $Z$ grows. In this model screening matters less and less to this inner orbital. The rows are not the splittings of neon, calcium, zirconium and mercury. A fixed $\mu=1$ per bohr screens the 2p orbital much less than the electrons of a real atom do, whose screening length shrinks as $Z$ grows. Real 2p splittings are therefore smaller than those in the table, most of all at low $Z$, and their growth per doubling of $Z$ is larger and approaches 16 more slowly. A valence orbital, which feels the screened outer region as well, need not follow the fourth power.

The last column shows where the first-order treatment, the order $1/c^2$ operator averaged over the nonrelativistic orbital, stops being accurate. Restoring $K^2$ in that average alone would not help: $K<1$ wherever $E>V$, which lowers the value, while the Dirac splitting is higher. The excess over 1 is about $0.7\,(Z/c)^2$ for the first three rows and $0.8\,(Z/c)^2$ for the last. At $Z=80$ first order misses 22% of the Dirac splitting. There the order $1/c^2$ operator gives the trend but not the value, and the Dirac equation itself, or the eliminated equation of Entry 3 solved for the orbital with its energy-dependent $K$ left in place, is needed.

In relativistic density functional theory $V$ is the effective potential of the Kohn–Sham equations. The derivation carries over when that potential is local, spherical and independent of spin. Magnetic interactions between electrons are not contained in such a $V$ and would have to be added. The numerical check checks the identities of Entries 2 and 3 on an explicit spinor, the two coefficients of Entry 6 with Lorentz matrices, and the Hamiltonian of Entry 5 against Dirac levels. The other numbers are printed by it or follow from its output by arithmetic.

## Calculated quantities

```
speed of light c = 137.035999 a.u.
one hartree = 27.211386 eV
elimination identity, largest error = 6.2e-17
magnetic identity (g = 2), largest error = 0.0e+00
rest-frame magnetic coefficient = 1.00005
Thomas rotation coefficient = 0.50004
magnetic minus Thomas = 0.50001
coefficient from full Dirac levels = 0.499998
l.s for p1/2 = -1.000, for p3/2 = 0.500
model: Z = 20, mu = 1.0 per bohr
nonrelativistic 2p energy = -33.180058 hartree
mean radius of 2p = 0.25621 bohr
K at the mean radius = 0.999252
K at 0.001 bohr = 0.6531
mean of (dV/dr)/r = 6301.2890 hartree/bohr^2
first-order splitting = 0.251664 hartree = 6.8481 eV
splitting without the half = 0.503328 hartree
small-component norm, p1/2 = 0.0012775
small-component norm, p3/2 = 0.0012775
small-component potential energy, p1/2 = -0.356329 hartree
small-component potential energy, p3/2 = -0.104665 hartree
their difference = 0.251664 hartree
Dirac 2p1/2 energy = -33.497683 hartree
Dirac 2p3/2 energy = -33.242505 hartree
Dirac splitting = 0.255178 hartree = 6.9438 eV
light speed 1c: Dirac/first-order splitting = 1.013963
light speed 2c: Dirac/first-order splitting = 1.003453
light speed 4c: Dirac/first-order splitting = 1.000861
excess ratio, c against 2c = 4.043
mass-velocity shift = -0.145656 hartree
Darwin shift = -0.000508 hartree
order-1/c^2 shift p1/2: formula -0.313940, Dirac -0.313939 hartree
order-1/c^2 shift p3/2: formula -0.062276, Dirac -0.062276 hartree
Z = 10: first order 0.01362, Dirac 0.01367 hartree, ratio 1.0037
Z = 20: first order 0.25166, Dirac 0.25518 hartree, ratio 1.0140
Z = 40: first order 4.19562, Dirac 4.43473 hartree, ratio 1.0570
Z = 80: first order 67.88977, Dirac 86.74226 hartree, ratio 1.2777
```
